# Keating constants of silicon from its elastic constants

## Problem

Silicon has the diamond structure with cubic edge \(a=5.431\) Å and elastic constants \(C_{11}=165.7\) GPa and \(C_{12}=63.9\) GPa. The Keating model describes its elasticity by two force constants, \(\alpha\) and \(\beta\), through the energy

\[
E=\frac{3}{8d^2}\left[\alpha\sum_{\text{bonds}}\left(\mathbf r\cdot\mathbf r-d^2\right)^2+\beta\sum_{\text{angles}}\left(\mathbf r\cdot\mathbf r'+\frac{d^2}{3}\right)^2\right].
\]

Here \(d=\sqrt3\,a/4\) is the unstrained bond length, and \(\mathbf r,\mathbf r'\) are vectors from an atom to two of its nearest neighbours. Each bond is counted once, and so is each of the six angles at every atom.

1. Express \(C_{11}\) and \(C_{12}\) in terms of \(\alpha\), \(\beta\) and \(a\).
2. Find \(\alpha\) and \(\beta\) for silicon.
3. Predict \(C_{44}\), which was not used in step 2. Let the two sublattices shift against each other.
4. A (001) silicon film is stretched by 1% along both in-plane cube axes, and its surface is free. Find its normal strain, in-plane stress and elastic energy density. Judge how far the model can be trusted.

## Solution

### 1. Two elastic constants

**The unstrained crystal.** Atoms of one sublattice have the four bond vectors \((a/4)\mathbf s\), with

\[
\mathbf s=(1,1,1),\ (1,-1,-1),\ (-1,1,-1),\ (-1,-1,1).
\]

On the other sublattice all bond vectors are reversed, which leaves every scalar product unchanged. Since \(\mathbf s\cdot\mathbf s=3\) and \(\mathbf s\cdot\mathbf s'=-1\) for two different bonds,

\[
\mathbf r\cdot\mathbf r=\frac{3a^2}{16}=d^2,\qquad \mathbf r\cdot\mathbf r'=-\frac{a^2}{16}=-\frac{d^2}{3}.
\]

Every bracket in \(E\) therefore vanishes. Because the brackets are squared, the first derivatives of \(E\) vanish too, and the crystal is free of stress. To obtain the energy to second order in strain, we need each bracket to first order only.

**Axial strains.** Let the crystal be stretched by \(e_1,e_2,e_3\) along the cube axes, and write \(T=e_1+e_2+e_3\). Each component \(s_i\) becomes \((1+e_i)s_i\). As \(s_i^2=1\), every bond has, to first order,

\[
\delta(\mathbf r\cdot\mathbf r)=\frac{a^2}{16}\sum_i 2e_i=\frac{a^2}{8}T .
\]

For an angle, the products \(s_is'_i\) equal \(+1\) on one axis, called \(k\), and \(-1\) on the other two, since their sum is \(-1\). Hence

\[
\delta(\mathbf r\cdot\mathbf r')=\frac{a^2}{16}\,2\left(e_k-\sum_{i\neq k}e_i\right)=\frac{a^2}{8}(2e_k-T).
\]

The sublattices do not shift against each other here. Twofold rotations about all three cube directions through an atom remain symmetries of the strained crystal, and no nonzero shift vector is unchanged by all three.

**Counting.** The cubic cell has eight atoms, hence \(8\times4/2=16\) bonds and \(8\times6=48\) angles, 16 for each axis \(k\). With \(3/(8d^2)=2/a^2\), the common factor in the energy per volume is

\[
\frac{1}{a^3}\cdot\frac{2}{a^2}\cdot16\left(\frac{a^2}{8}\right)^2=\frac{1}{2a}.
\]

The energy density is therefore

\[
u=\frac{1}{2a}\left[\alpha T^2+\beta\sum_k(2e_k-T)^2\right].
\]

Expanding the last sum gives \(4\sum_k e_k^2-4T^2+3T^2=4\sum_k e_k^2-T^2\), so

\[
u=\frac{1}{2a}\left[(\alpha-\beta)T^2+4\beta\sum_k e_k^2\right].
\]

Now use \(T^2=\sum_k e_k^2+2(e_1e_2+e_2e_3+e_3e_1)\):

\[
u=\frac{\alpha+3\beta}{2a}\sum_k e_k^2+\frac{\alpha-\beta}{a}(e_1e_2+e_2e_3+e_3e_1).
\]

For a cubic crystal, elasticity theory writes the same energy as

\[
u=\frac{C_{11}}{2}\sum_k e_k^2+C_{12}(e_1e_2+e_2e_3+e_3e_1).
\]

Comparison gives

\[
\boxed{C_{11}=\frac{\alpha+3\beta}{a},\qquad C_{12}=\frac{\alpha-\beta}{a}}
\]

If the volume is kept to first order, \(T=0\) and \(u=(2\beta/a)\sum_k e_k^2\). Only \(\beta\) resists such a strain. In the limit \(\beta\to0\) the two constants become equal, and the crystal can be stretched along one axis and narrowed along the others at no cost in this order.

### 2. Inversion and numbers

Subtracting the two results removes \(\alpha\), and adding three times the second to the first removes \(\beta\):

\[
C_{11}-C_{12}=\frac{4\beta}{a},\qquad C_{11}+3C_{12}=\frac{4\alpha}{a}.
\]

Thus

\[
\alpha=\frac a4(C_{11}+3C_{12}),\qquad \beta=\frac a4(C_{11}-C_{12}).
\]

One GPa times one Å is \(10^9\times10^{-10}=0.1\) N/m. The data give \(C_{11}+3C_{12}=357.4\) GPa and \(C_{11}-C_{12}=101.8\) GPa, so

\[
\alpha=\frac{5.431\times357.4}{4}\times0.1=48.5\ \text{N/m},
\]
\[
\beta=\frac{5.431\times101.8}{4}\times0.1=13.8\ \text{N/m}.
\]

In Hartree atomic units these are 0.0312 and 0.00888 hartree/bohr².

An error of 1 GPa in \(C_{12}\) alone moves \(\alpha\) by 0.41 N/m and \(\beta\) by 0.14 N/m in the opposite direction. The same error in \(C_{11}\) moves both by 0.14 N/m in its own direction. The inputs are given to 0.1 GPa, and their rounding alone leaves \(\alpha\) uncertain by about 0.03 N/m and \(\beta\) by about 0.014 N/m, so a fourth digit is not secured.

The values belong to the prefactor chosen in \(E\). For one isolated bond of length \(d+x\), \(\mathbf r\cdot\mathbf r-d^2\approx2dx\), and its energy is

\[
\frac{3\alpha}{8d^2}(2dx)^2=\frac12(3\alpha)x^2 .
\]

The spring constant of that bond is thus \(3\alpha=146\) N/m, not \(\alpha\). In the crystal the \(\beta\) term also changes with bond length. A uniform dilation \(e\) has \(u=\tfrac32(3\alpha+\beta)e^2/a\), which is \(\tfrac12(3\alpha+\beta)x^2\) per bond with \(x=ed\), a constant of 159 N/m. Force constants from two sources can be compared only after their energy expressions have been compared.

### 3. Shear and the internal shift

Apply an engineering shear \(\gamma\) in the \(yz\) plane, so that \(\varepsilon_{yz}=\varepsilon_{zy}=\gamma/2\). The twofold rotation about \(x\) is still a symmetry, so a relative shift of the sublattices can point only along \(x\). Call it \((a/4)v\). A bond becomes

\[
\frac a4\left(s_x+v,\ s_y+\frac{\gamma}{2}s_z,\ s_z+\frac{\gamma}{2}s_y\right).
\]

**Bonds.** To first order, \(\delta(\mathbf r\cdot\mathbf r)=(a^2/8)(\gamma s_ys_z+vs_x)\). All four vectors satisfy \(s_xs_ys_z=1\), hence \(s_ys_z=s_x\), and

\[
\delta(\mathbf r\cdot\mathbf r)=\frac{a^2}{8}(\gamma+v)s_x .
\]

**Angles.** To first order,

\[
\delta(\mathbf r\cdot\mathbf r')=\frac{a^2}{16}\left[\gamma(s_ys'_z+s_zs'_y)+v(s_x+s'_x)\right].
\]

There are two cases.

- If \(s'_x=s_x\), then \(s'_y=-s_y\) and \(s'_z=-s_z\). The first parenthesis is \(-2s_ys_z=-2s_x\), the second is \(2s_x\), and the change is \((a^2/8)(v-\gamma)s_x\). Each atom has two such angles, the cell 16.
- If \(s'_x=-s_x\), the second parenthesis vanishes. One of the components \(y,z\) is then shared and the other reversed, so the two terms of the first parenthesis cancel. These angles do not change in first order.

With 16 bonds and 16 contributing angles, the common factor is again \(1/(2a)\):

\[
u=\frac{1}{2a}\left[\alpha(\gamma+v)^2+\beta(\gamma-v)^2\right].
\]

The atoms settle where \(\partial u/\partial v=0\), that is, where \(\alpha(\gamma+v)=\beta(\gamma-v)\). This gives

\[
v=-\zeta\gamma,\qquad \zeta=\frac{\alpha-\beta}{\alpha+\beta}=0.557 .
\]

Then \(\gamma+v=2\beta\gamma/(\alpha+\beta)\) and \(\gamma-v=2\alpha\gamma/(\alpha+\beta)\), and

\[
u=\frac{1}{2a}\,\frac{4\alpha\beta^2+4\beta\alpha^2}{(\alpha+\beta)^2}\gamma^2=\frac12\,\frac{4\alpha\beta}{a(\alpha+\beta)}\gamma^2 .
\]

Since \(u=\tfrac12C_{44}\gamma^2\),

\[
\boxed{C_{44}=\frac{4\alpha\beta}{a(\alpha+\beta)}=79.2\ \text{GPa}}
\]

Real silicon has roughly 80 GPa, so the two fitted constants also describe this third one well. Setting \(v=0\) would give \((\alpha+\beta)/a=114.8\) GPa, which is 45% above the relaxed value. The minus sign in \(v\) has a simple meaning: for \(\gamma>0\) the shear lengthens the bonds with \(s_x=+1\), and the shift shortens them again. For \(\beta\to0\), \(v\to-\gamma\): the bonds keep their lengths to first order and \(C_{44}\) vanishes.

The derivation can be tested without its symmetry arguments. The full energy of a periodic eight-atom cell was differentiated numerically with respect to six strains and 24 atomic displacements, using the \(\alpha\) and \(\beta\) found above. With all atoms relaxed, this gave \(C_{11}=165.70\), \(C_{12}=63.90\) and \(C_{44}=79.23\) GPa, and \(\zeta=0.5566\), in agreement with the formulas.

### 4. The strained film

**Linear result.** Let \(e_1=e_2=e=0.01\). The free surface carries no normal stress, so

\[
\frac{\partial u}{\partial e_3}=C_{11}e_3+2C_{12}e=0,
\]
\[
e_3=-\frac{2C_{12}}{C_{11}}e=-\frac{2\times63.9}{165.7}\times1\%=-0.771\% .
\]

The in-plane stress is \(\sigma=C_{11}e+C_{12}(e+e_3)=Me\), with

\[
M=C_{11}+C_{12}-\frac{2C_{12}^2}{C_{11}}=180.3\ \text{GPa},\qquad \sigma=1.80\ \text{GPa}.
\]

Two in-plane directions do work and the normal one does none, so \(u=\tfrac12(2\sigma e)=Me^2=18.0\) MJ/m³. Multiplied by the volume per atom, \(a^3/8\), this is 2.25 meV per atom.

**Finite strain within the model.** For axial strains without an internal shift, the changes of the scalar products can be written without approximation. It suffices to replace \(e_i\) by \(\eta_i=e_i+e_i^2/2\), because \((1+e_i)^2-1=2\eta_i\). The energy per unstrained volume is then exactly quadratic in the \(\eta_i\). Here \(\eta=0.01005\), and minimization gives \(\eta_3=-(2C_{12}/C_{11})\eta\), so

\[
e_3=\sqrt{1+2\eta_3}-1=-0.778\%,\qquad u=M\eta^2=18.2\ \text{MJ/m}^3 .
\]

Both magnitudes exceed the linear ones by about 1%. This is the nonlinearity of the Keating energy, not that of silicon. Measured third-order constants of silicon (roughly \(C_{111}=-800\), \(C_{112}=-450\), \(C_{123}=-70\) GPa) move the energy and the stress the other way. They give about 17.7 MJ/m³ and a true stress of about 1.75 GPa, some 2% and 3% below the linear values, with \(e_3\approx-0.774\%\).

**What the model lacks under pressure.** Take a uniform dilation with volume ratio \(x=V/V_0\). All three \(\eta_i\) equal \((x^{2/3}-1)/2\). With \(B_0=(C_{11}+2C_{12})/3=97.8\) GPa,

\[
u=\frac32(C_{11}+2C_{12})\eta^2=\frac98B_0\left(x^{2/3}-1\right)^2 .
\]

The pressure and the bulk modulus follow by differentiation:

\[
P=-\frac{du}{dx}=-\frac32B_0\left(x^{1/3}-x^{-1/3}\right),
\]
\[
B=-x\frac{dP}{dx}=\frac12B_0\left(x^{1/3}+x^{-1/3}\right).
\]

At \(x=1\) the derivative \(dB/dx\) is zero while \(dP/dx\) is not, so the model has \(dB/dP=0\) at zero pressure. Real silicon has roughly 4. The film's mean pressure is \(-2\sigma/3=-1.20\) GPa, and the neglected change of its bulk modulus is roughly \(4\times(-1.20)/97.8=-4.9\%\). This estimate treats only the mean stress, not its direction.

**Vibrations.** Let the two sublattices vibrate against each other, in the same way in every primitive cell, with relative displacement \(w=(a/4)v\) and \(\gamma=0\). The primitive cell has volume \(a^3/4\) and energy

\[
\frac{a^3}{4}\cdot\frac{(\alpha+\beta)v^2}{2a}=2(\alpha+\beta)w^2 .
\]

Two equal masses \(m\) have the reduced mass \(m/2\), so this energy equals \(\tfrac12(m/2)\omega^2w^2\). Hence

\[
\omega^2=\frac{8(\alpha+\beta)}{m}.
\]

For \(m=28.085\) u the mode lies at 549 cm⁻¹, about 6% above the rough real value of 520 cm⁻¹. The transverse acoustic mode at the zone-boundary point X fares much worse. Diagonalizing the force-constant matrix of the eight-atom cell puts it at 259 cm⁻¹, against roughly 150 cm⁻¹ in silicon. This mode has \(\omega^2=8\beta/m\) and depends on the angle term alone. The other two levels at X, 429 and 484 cm⁻¹, lie within about 5% of the rough real values of 410 and 460 cm⁻¹. A \(\beta\) fitted to homogeneous strain should therefore not be relied on for short-wave transverse acoustic motion.

**The real film.** A tension of about 1% is roughly that of silicon grown on relaxed silicon-germanium with a quarter germanium, so the example lies in a practical range. Growth takes place at roughly 900 K, whereas the elastic constants used here are those near room temperature. If both soften by roughly \(10^{-4}\) per kelvin, the loss over 600 K is about 6%. At fixed \(a\), this lowers \(\alpha\) to about 46 N/m and \(\beta\) to about 13 N/m, and the film's stress and energy by the same 6% at given strain. The ratio \(e_3/e\) depends only on \(C_{12}/C_{11}\) and would not change under equal softening. Unequal coefficients between about \(0.7\times10^{-4}\) and \(1.0\times10^{-4}\) per kelvin give a loss of 4 to 6% in \(M\) and shift the ratio by up to 2%. The misfit itself also depends on temperature: the alloy expands more than silicon, which changes it by roughly 5% of its value over this range. The strain of 1% on such a substrate also presumes a film that follows it without dislocations. At this misfit, that holds in equilibrium only up to a thickness of roughly 10 nm (Matthews–Blakeslee estimate). If dislocations relieve part of the in-plane strain, the remaining strain must be used for \(e\). Half the strain then means half the stress and a quarter of the homogeneous strain energy density in the linear regime. The dislocations store elastic energy of their own. In the same estimate, at the thickness where half the misfit is relieved in equilibrium, this energy is about twice the remaining homogeneous part, so the total falls only to roughly three quarters of the coherent value.

The numerical output below collects the main inputs and computed values. It does not include the third-order estimates, the two upper levels at X or the estimates for dislocations.

## Computed values

```
Input C11 = 165.7 GPa
Input C12 = 63.9 GPa
Input lattice constant a = 5.431 angstrom
Bond length d = 2.3517 angstrom
C11 + 3 C12 = 357.4 GPa
C11 - C12 = 101.8 GPa
alpha, formula = 48.526 N/m
beta, formula = 13.822 N/m
alpha, from numerical response = 48.526 N/m
beta, from numerical response = 13.822 N/m
alpha = 0.03117 hartree/bohr^2
beta = 0.00888 hartree/bohr^2
beta/alpha = 0.2848
Curvature of one bond, 3 alpha = 145.58 N/m
d alpha/d C11 = d beta/d C11 = 0.1358 N/m per GPa
d alpha/d C12 = 0.4073 N/m per GPa
d beta/d C12 = -0.1358 N/m per GPa
C11, atoms relaxed, numerical = 165.70 GPa
C12, atoms relaxed, numerical = 63.90 GPa
C44, formula = 79.23 GPa
C44, atoms relaxed, numerical = 79.23 GPa
C44, shift forbidden = 114.80 GPa
C44 of real silicon, rough = 80 GPa
Internal shift zeta, formula = 0.5566
Internal shift zeta, numerical = 0.5566
Bulk modulus B = 97.83 GPa
dB/dP of the model = 0.000
dB/dP of real silicon, rough = 4
Silicon atomic mass, input = 28.085 u
Optical mode, model = 549 cm^-1
Optical mode, real, rough = 520 cm^-1
TA mode at X, model = 259 cm^-1
TA mode at X, real, rough = 150 cm^-1
Film: in-plane strain = 1.00 %
Film: normal strain, linear = -0.7713 %
Film: normal strain, nonlinear = -0.7782 %
Film: biaxial modulus M = 180.32 GPa
Film: in-plane stress, linear = 1.803 GPa
Film: energy density, linear = 18.03 MJ/m^3
Film: energy density, nonlinear = 18.21 MJ/m^3
Film: energy per atom, linear = 2.254 meV
Film: mean pressure = -1.202 GPa
Film: neglected change of B, rough = -4.9 %
Growth temperature, rough = 900 K
Reference temperature = 300 K
Softening coefficient, rough = 1e-04 per K
Softening at growth, rough = 6 %
alpha at growth, rough = 46 N/m
beta at growth, rough = 13 N/m
```
